# Madelung Energy of a Charged Defect in an Anisotropic Dielectric

## A neutral sphere

Place a point charge $q$ at the centre of a sphere of radius $S$ filled with uniform charge of total amount $-q$, in a medium of scalar dielectric constant $\epsilon$. Hartree atomic units are used, so $4\pi\epsilon_0=1$. The charge enclosed within radius $r$ is $q(1-r^3/S^3)$. The field therefore vanishes at $r=S$, and integrating it inward from there gives

$$
\phi(r)=\frac q\epsilon\int_r^S\left(\frac1{t^2}-\frac t{S^3}\right)dt
=\frac q\epsilon\left(\frac1r-\frac3{2S}+\frac{r^2}{2S^3}\right).
$$

The average of this potential over the sphere is

$$
\bar\phi=\frac{3q}{\epsilon S^3}\left(\frac{S^2}{2}-\frac{S^2}{2}+\frac{S^2}{10}\right)=\frac{3q}{10\,\epsilon S}.
$$

Remove the charge's own potential $q/(\epsilon r)$ and shift the zero of potential to the average. What remains at the centre is $-(3/2+3/10)\,q/(\epsilon S)=-9q/(5\epsilon S)$. Half of this times $q$ is the energy $-9q^2/(10\,\epsilon S)$. Direct counting agrees: the charge interacts with the background by $-3/2$, and the background with itself by $+3/5$, in units of $q^2/(\epsilon S)$.

A supercell calculation of a charged defect, such as a trapped charge in a memory dielectric, contains an energy of this kind. The defect is repeated at every lattice vector $\mathbf R$, and a uniform background of density $-q/\Omega$ keeps each cell of volume $\Omega$ neutral. Cells are not spheres, and many dielectrics do not screen equally in all directions. The task is to replace $-9/(5\epsilon S)$ by the correct number $\xi$ for a given cell and a given dielectric tensor $\boldsymbol\epsilon$, taken as real, symmetric and positive definite.

## What the number means

The periodic potential of unit charges obeys

$$
\nabla\cdot(\boldsymbol\epsilon\nabla\phi)=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big],\qquad \int_\Omega\phi\,d^3r=0 .
$$

The second condition fixes the constant that the first leaves free.

The potential $\phi_0$ of a single charge follows from a change of coordinates, $\mathbf r=\boldsymbol\epsilon^{1/2}\mathbf u$. Then $\nabla_r\cdot\boldsymbol\epsilon\nabla_r=\nabla_u^2$, while $\delta(\mathbf r)=\delta(\mathbf u)/\sqrt{\det\boldsymbol\epsilon}$ because $d^3r=\sqrt{\det\boldsymbol\epsilon}\,d^3u$. The problem is now isotropic, with a rescaled charge:

$$
\phi_0(\mathbf r)=\frac1{\sqrt{\det\boldsymbol\epsilon}\;d(\mathbf r)},\qquad d(\mathbf r)=|\mathbf u|=\sqrt{\mathbf r\cdot\boldsymbol\epsilon^{-1}\mathbf r}.
$$

The difference $w=\phi-\phi_0$ is regular at the defect, and $\xi=w(0)$.

To find the energy, give the charge a narrow normalized shape $f(\mathbf r)$. The energy is half the integral of density times potential. Subtracting the same expression for an isolated charge leaves

$$
\Delta E=\frac{q^2}2\iint f(\mathbf r)f(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'\;\longrightarrow\;E_M=\frac{q^2\xi}2
$$

as the width goes to zero. The background adds no separate term, since $\phi$ has zero average. To leading order, the supercell energy contains $E_M$ and the isolated defect does not, so the correction to be added is $-E_M$.

## Why the direct sums fail

The obvious real-space attempt adds $\phi_0(\mathbf R)$ over $\mathbf R\ne0$. The number of lattice points in a shell grows as $d^2$ and each contributes $1/d$, so the sum diverges as the square of the cutoff distance. The background contributes a divergence of opposite sign, and the wanted number is a small remainder of two large ones.

The reciprocal-space attempt starts from the Fourier solution. For $\mathbf G\ne0$ the field equation gives

$$
\phi_{\mathbf G}=\frac{4\pi}{\Omega\,\mathbf G\cdot\boldsymbol\epsilon\mathbf G},
$$

and $\phi_{\mathbf G=0}=0$. At $\mathbf r=0$ the series is a sum of $1/G^2$ over shells whose population grows as $G^2$. It diverges linearly with the cutoff, because it still contains the infinite potential of the point charge at its own position.

The first failure comes from long distances, the second from short ones. Each part should therefore be summed in the space where it converges.

## Splitting the charge

Surround each point charge by a compensating Gaussian cloud and add the same cloud back separately. If the cloud has the shape of the metric,

$$
g(\mathbf u)=\frac{\gamma^3}{\pi^{3/2}}e^{-\gamma^2u^2},
$$

its potential in the $u$ coordinates, before division by $\sqrt{\det\boldsymbol\epsilon}$, is $\operatorname{erf}(\gamma u)/u$. To verify this, use the radial form of the Laplacian:

$$
\frac1u\frac{d^2}{du^2}\operatorname{erf}(\gamma u)=\frac1u\frac{2\gamma}{\sqrt\pi}(-2\gamma^2u)e^{-\gamma^2u^2}=-4\pi g(\mathbf u).
$$

**The smooth part** is the lattice of Gaussians with the neutralizing background. With $\mathbf K=\boldsymbol\epsilon^{1/2}\mathbf G$ we have $\mathbf K\cdot\mathbf u=\mathbf G\cdot\mathbf r$ and $K^2=\mathbf G\cdot\boldsymbol\epsilon\mathbf G$. Completing the square in each direction gives $\int g\,e^{-i\mathbf K\cdot\mathbf u}d^3u=e^{-K^2/4\gamma^2}$. Each Fourier coefficient of the point-charge potential is multiplied by this factor, so at the origin the smooth part equals

$$
\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\boldsymbol\epsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\boldsymbol\epsilon\mathbf G}.
$$

**The short-range part** comes from point charges minus their clouds. Each site contributes $\operatorname{erfc}(\gamma d)/(\sqrt{\det\boldsymbol\epsilon}\,d)$, which decays rapidly. Its sum over sites does not have zero average, although each source is neutral. The average over one cell of a sum over all sites equals the integral of one term over all space, divided by $\Omega$:

$$
\frac1\Omega\int\frac{\operatorname{erfc}(\gamma d)}{\sqrt{\det\boldsymbol\epsilon}\,d}\,d^3r
=\frac{4\pi}\Omega\int_0^\infty u\operatorname{erfc}(\gamma u)\,du .
$$

The factor $\sqrt{\det\boldsymbol\epsilon}$ from the volume element has cancelled. Integration by parts, with vanishing boundary terms, gives

$$
\int_0^\infty u\operatorname{erfc}(\gamma u)\,du=\frac\gamma{\sqrt\pi}\int_0^\infty u^2e^{-\gamma^2u^2}du=\frac\gamma{\sqrt\pi}\,\frac{\sqrt\pi}{4\gamma^3}=\frac1{4\gamma^2}.
$$

The average is $\pi/(\Omega\gamma^2)$ and must be subtracted.

**The self term** arises at $\mathbf R=0$, where $\phi_0$ has to be removed:

$$
\frac{\operatorname{erfc}(\gamma d)-1}{\sqrt{\det\boldsymbol\epsilon}\,d}=-\frac{\operatorname{erf}(\gamma d)}{\sqrt{\det\boldsymbol\epsilon}\,d}\to-\frac{2\gamma}{\sqrt{\pi\det\boldsymbol\epsilon}}\quad(d\to0).
$$

Together, with $d_{\mathbf R}=d(\mathbf R)$,

$$
\boxed{\begin{aligned}
\xi={}&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma d_{\mathbf R})}{\sqrt{\det\boldsymbol\epsilon}\,d_{\mathbf R}}
+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\boldsymbol\epsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\boldsymbol\epsilon\mathbf G}\\
&-\frac{2\gamma}{\sqrt{\pi\det\boldsymbol\epsilon}}-\frac\pi{\Omega\gamma^2}.
\end{aligned}}
$$

The two failed schemes reappear as limits. For $\gamma\to\infty$ the real-space sum and the last term vanish, leaving the reciprocal sum with a smooth cutoff minus the self-potential. For $\gamma\to0$ the reciprocal sum and the self term vanish, leaving the real-space sum with a smooth cutoff minus the background. The direct attempts lacked both these subtractions and the smooth cutoff. In real space the subtraction alone is not enough: with a sharp cutoff the sum jumps whenever lattice points cross the boundary, and the remainder keeps fluctuating instead of settling as the cutoff grows.

## Why the splitting parameter drops out

Differentiate the four terms. Since $d\operatorname{erfc}(\gamma d)/d\gamma=-(2d/\sqrt\pi)e^{-\gamma^2d^2}$, the real-space sum gives $-2/\sqrt{\pi\det\boldsymbol\epsilon}$ times a sum of Gaussians over $\mathbf R\ne0$. The self term contributes the same prefactor times one, which is the missing $\mathbf R=0$ member.

In the reciprocal sum, the derivative of the exponential brings down $\mathbf G\cdot\boldsymbol\epsilon\mathbf G/(2\gamma^3)$, which cancels the denominator and leaves the prefactor $2\pi/(\Omega\gamma^3)$. The derivative of $-\pi/(\Omega\gamma^2)$ is $+2\pi/(\Omega\gamma^3)$, the missing $\mathbf G=0$ member. Hence

$$
\frac{d\xi}{d\gamma}=-\frac2{\sqrt{\pi\det\boldsymbol\epsilon}}\sum_{\mathbf R}e^{-\gamma^2d_{\mathbf R}^2}+\frac{2\pi}{\Omega\gamma^3}\sum_{\mathbf G}e^{-\mathbf G\cdot\boldsymbol\epsilon\mathbf G/4\gamma^2}.
$$

Now expand the periodic function $\sum_{\mathbf R}e^{-\gamma^2d(\mathbf r-\mathbf R)^2}$ in a Fourier series. Its coefficients are integrals of one Gaussian over all space, divided by $\Omega$. At $\mathbf r=0$ the series reads

$$
\sum_{\mathbf R}e^{-\gamma^2d_{\mathbf R}^2}=\frac{\pi^{3/2}\sqrt{\det\boldsymbol\epsilon}}{\Omega\gamma^3}\sum_{\mathbf G}e^{-\mathbf G\cdot\boldsymbol\epsilon\mathbf G/4\gamma^2}.
$$

Multiplication by $2/\sqrt{\pi\det\boldsymbol\epsilon}$ turns the right side into the second term of the derivative, so $d\xi/d\gamma=0$.

## Cutoffs that follow the splitting

The proof concerns complete sums. A computation keeps $d_{\mathbf R}\le x/\gamma$ and $\sqrt{\mathbf G\cdot\boldsymbol\epsilon\mathbf G}\le2\gamma x$, so that the Gaussian factor at both boundaries is $e^{-x^2}$. These regions are ellipsoids in ordinary coordinates, and a search box chosen by eye can cut off their ends.

Safe bounds follow from the Cauchy–Schwarz inequality. Let $\mathbf a_i$ be the lattice vectors and $\mathbf b_i$ their duals, $\mathbf b_i\cdot\mathbf a_j=\delta_{ij}$. The integer coordinates of $\mathbf R$ are $n_i=\mathbf b_i\cdot\mathbf R=(\boldsymbol\epsilon^{1/2}\mathbf b_i)\cdot\mathbf u$, and those of $\mathbf G$ are $m_i=\mathbf a_i\cdot\mathbf G/2\pi$. Therefore

$$
|n_i|\le\frac x\gamma\sqrt{\mathbf b_i\cdot\boldsymbol\epsilon\mathbf b_i},\qquad
|m_i|\le\frac{\gamma x}\pi\sqrt{\mathbf a_i\cdot\boldsymbol\epsilon^{-1}\mathbf a_i}.
$$

In the $u$ coordinates the cell volume is $\Omega'=\Omega/\sqrt{\det\boldsymbol\epsilon}$. The two sums contain about $(4\pi/3)(x/\gamma)^3/\Omega'$ and $(4\pi/3)(2\gamma x)^3\Omega'/(2\pi)^3$ vectors. Setting these equal gives $\gamma^6=\pi^3/\Omega'^2$, or

$$
\gamma_0=\sqrt\pi\left(\frac{\sqrt{\det\boldsymbol\epsilon}}\Omega\right)^{1/3}.
$$

## A monoclinic cell

Take lattice vectors $(20,0,0)$, $(0,22,0)$ and $(-3,0,16)$ bohr, tensor components $\epsilon_{xx}=20$, $\epsilon_{yy}=16$, $\epsilon_{zz}=8$, $\epsilon_{xz}=2$, and $q=+2$. These are round model parameters. Then $\Omega=20\times22\times16=7040$ bohr³, $\det\boldsymbol\epsilon=16(20\times8-2^2)=2496$, and $\gamma_0=0.3406$ bohr⁻¹.

At $\gamma_0$ the terms, in the order of the boxed formula and in hartree/$e^2$, are

$$
\xi=0.00036996+0.00040819-0.00769291-0.00384646=-0.01076121 .
$$

The self term is twice the background term. This follows from the definition of $\gamma_0$: inserting $\Omega\gamma_0^3=\pi^{3/2}\sqrt{\det\boldsymbol\epsilon}$ gives $\pi/(\Omega\gamma_0^2)=\gamma_0/\sqrt{\pi\det\boldsymbol\epsilon}$.

With $x=6.5$ the estimate is about 207 vectors in each sum, and the actual numbers are 214 and 198. Between $0.5\gamma_0$ and $2\gamma_0$ the real-space term falls from $8.5\times10^{-3}$ to $1.1\times10^{-7}$ hartree/$e^2$, yet the total varies by about $7\times10^{-18}$, the level of floating-point rounding. The energy is

$$
E_M=\tfrac12(2)^2(-0.01076121)=-0.0215224\ \text{hartree},
$$

and the correction to be added is $+0.0215$ hartree, or $0.586$ eV.

The opening sphere gives a useful estimate. In the $u$ coordinates a sphere of volume $\Omega'=7040/\sqrt{2496}=140.9$ has radius $3.228$, so $\xi\approx-1.8/(\sqrt{2496}\times3.228)=-0.01116$ hartree/$e^2$. This is 3.7% larger in magnitude than the lattice result.

The choice of cutoffs can be seen by holding the radii at $4/\gamma_0$ and $8\gamma_0$ while $\gamma$ changes. At $\gamma_0$ the relative error of $\xi$ is $2.5\times10^{-8}$. At $0.5\gamma_0$ the real-space cutoff corresponds to $x=2$, and $\xi$ is 1.55% too large in magnitude. At $2\gamma_0$ the reciprocal cutoff has $x=2$, and the error is 0.6%. In both cases positive terms have been lost from a negative total. The end of the scan that drifts thus shows which sum is incomplete.

## What a flat scan cannot show

Leaving out the self term makes $\xi$ vary by $0.0115$ hartree/$e^2$ over the scan, and leaving out the background term by $0.0144$. Both variations exceed the magnitude of $\xi$ itself, so these faults are plain to see.

An error that does not depend on $\gamma$ passes unnoticed. The cancellation proof holds for any positive definite tensor, including a wrong one. Replace $\boldsymbol\epsilon$ everywhere by its isotropic average, $44/3=14.67$. The scan is again flat to rounding, but $E_M$ becomes $-0.01972$ hartree, 8.4% smaller in magnitude.

Scaling shows where the loss comes from. In the $u$ coordinates $\xi$ is $1/\sqrt{\det\boldsymbol\epsilon}$ times an inverse length, so

$$
\xi=-\frac{\alpha}{(\det\boldsymbol\epsilon)^{1/3}\,\Omega^{1/3}},
$$

where $\alpha$ depends on the shape of the transformed cell. The proper mean for the prefactor is geometric, $2496^{1/3}=13.565$. Using 14.667 instead multiplies the energy by $0.9249$. The printed energies also give $\alpha=2.7977$ for the true tensor and $2.7714$ for the average, a further factor $0.9906$. The product is $0.9162$. Here most of the error comes from the wrong mean and a smaller part from the shape.

Testing the value of $\xi$ for a given tensor requires a calculation that avoids the splitting. Give the charge an isotropic Gaussian density with variance $s$ along each axis, so that its squared form factor is $e^{-sk^2}$. Half the integral of density times potential, periodic minus isolated, is

$$
E(s)=\frac{2\pi q^2}\Omega\sum_{\mathbf G\ne0}\frac{e^{-sG^2}}{\mathbf G\cdot\boldsymbol\epsilon\mathbf G}
-\frac{q^2}{4\pi^2}\,\frac12\sqrt{\frac\pi s}\int\frac{d\omega}{\mathbf n\cdot\boldsymbol\epsilon\mathbf n}.
$$

The second term is the corresponding integral over all $\mathbf k$, with its radial part done analytically; the remaining integral over directions $\mathbf n$ is done by quadrature. No error function, determinant or parameter $\gamma$ enters.

The difference of two positions drawn from this density has variance $2s$ per axis. Averaging the Taylor series of $w$ therefore gives

$$
E(s)=\frac{q^2}2\left[\xi+s\,\nabla^2w(0)+O(s^2)\right].
$$

A polynomial through five widths, extrapolated to $s=0$, gives $-0.0215224$ hartree. It agrees with the Ewald result to a relative difference of $6\times10^{-10}$. This comparison tests the formula and its evaluation for the tensor supplied, while the scan tests only internal consistency. Neither reveals a wrong input tensor if it is used in both calculations; the tensor itself must be checked against the response of the material.

## When the sign changes

The sphere suggests that $\xi$ is negative, but it can become positive when the lattice in the $u$ coordinates is strongly anisotropic. What counts is the lattice, not the choice of cell: a long skew cell of a cubic lattice keeps the cubic value. Consider a cubic cell of edge 20 bohr with $\epsilon_{xx}=\epsilon_{yy}=p$ and $\epsilon_{zz}=1$. In the $u$ coordinates it is a tall cell with base edge $a'=20/\sqrt p$ and height $c'=20$. The charges form dense, widely separated planes.

Average the potential over each plane. A sheet of density $\sigma=1/a'^2$ with period $c'$ and a neutralizing background gives, for $|z|\le c'/2$,

$$
\bar\phi(z)=2\pi\sigma\left(\frac{z^2}{c'}-|z|+\frac{c'}6\right).
$$

Its second derivative between the sheets is $4\pi\sigma/c'$, its slope jumps by $-4\pi\sigma$ at the sheet, and its average is $2\pi\sigma c'(1/12-1/4+1/6)=0$, as required. At the sheet it equals $\pi c'/(3a'^2)$, which is positive and grows with $c'$.

The other in-plane Fourier components decay away from each sheet at least as fast as $e^{-2\pi|z|/a'}$, so neighbouring sheets hardly contribute through them. The defect's own sheet, after removal of $\phi_0$, contributes a number that scales as $1/a'$. Thus

$$
\sqrt{\det\boldsymbol\epsilon}\;\xi\simeq\frac{\pi c'}{3a'^2}-\frac C{a'},\qquad \sqrt{\det\boldsymbol\epsilon}=p .
$$

For $p=9$ the Ewald result is $\xi=-0.012645$ hartree/$e^2$, which gives $C=(0.47124+0.11380)\times6.6667=3.900$. For $p=16$ it is $+0.003607$, which gives $C=(0.83776-0.05771)\times5=3.900$. The common value supports the two-term form. The sign changes at $c'/a'=3C/\pi\approx3.72$, which for this cubic cell means $p\approx13.9$. A program that forces the correction to be positive would be wrong beyond that point.

## Range of validity

When all cell lengths double, $\xi$ falls to half its value, $-0.005381$ hartree/$e^2$, in accordance with the scaling law. The formula treats the defect as a point, and the expansion of $E(s)$ shows the next effect in this model. Near the defect $\nabla\cdot(\boldsymbol\epsilon\nabla w)=4\pi/\Omega$. This fixes $\nabla^2w(0)$ for a scalar $\epsilon$; for an anisotropic tensor it fixes only the $\boldsymbol\epsilon$-weighted sum of second derivatives, and the size and sign of $\nabla^2w(0)$ depend on cell and tensor. At fixed cell shape $w$ scales as an inverse length, so its second derivatives scale as $1/\Omega$, and a finite charge width gives a correction of that order. At $s=1.1$ bohr² it already changes the energy by 1.3% of $E_M$. A defect state comparable in size to the cell needs its actual charge density.

The tensor must describe the response present in the supercell calculation: the electronic part if the ions are held fixed, and the ionic part as well if they relax. A single tensor cannot describe a slab with vacuum or an interface between two dielectrics, where the screening varies in space. The alignment of the average potential between the defective and the perfect cell is a separate correction, which $E_M$ does not contain. The numerical output below lists all the terms of the scan and the independent energies.

## Computed results

```
Lattice vectors (bohr): [[20.0, 0.0, 0.0], [0.0, 22.0, 0.0], [-3.0, 0.0, 16.0]]
Dielectric tensor (dimensionless): [[20.0, 0.0, 2.0], [0.0, 16.0, 0.0], [2.0, 0.0, 8.0]]
Defect charge q = +2 e
Cell volume = 7040.0 bohr^3
det eps = 2496.000 (dimensionless)
Balanced gamma0 = 0.34061059 bohr^-1
Cutoff x = 6.5 (dimensionless)
Flux of eps grad(phi), unit charge = -12.56637061 (atomic units)
Short-range integral * gamma0^2 / pi = 1.0000000000
Poisson sums at 0.7 gamma0: R 2.960810028639, G 2.960810028639
Ewald terms of xi (hartree/e^2):
gamma/gamma0  real  reciprocal  self  background  total
0.50 +0.0084709674 +0.0000001053 -0.0038464573 -0.0153858294 -0.010761213963
0.75 +0.0018016366 +0.0000449818 -0.0057696860 -0.0068381464 -0.010761213963
1.00 +0.0003699644 +0.0004081937 -0.0076929147 -0.0038464573 -0.010761213963
1.50 +0.0000101151 +0.0024775796 -0.0115393720 -0.0017095366 -0.010761213963
2.00 +0.0000001142 +0.0055861155 -0.0153858294 -0.0009616143 -0.010761213963
Numbers of lattice vectors (gamma/gamma0: R, G):
0.50: 1654, 22
0.75: 504, 86
1.00: 214, 198
1.50: 62, 708
2.00: 26, 1652
Spread of xi over gamma = 6.9e-18 hartree/e^2
Spread without self term = 0.011539 hartree/e^2
Spread without background term = 0.014424 hartree/e^2
Gaussian energies, periodic minus isolated (s in bohr^2: hartree):
0.3: -0.0214476132
0.5: -0.0213975964
0.7: -0.0213474668
0.9: -0.0212972240
1.1: -0.0212468676
Independent energy at s -> 0 = -0.0215224279 hartree
Ewald Madelung energy E_M = -0.0215224279 hartree
Relative difference = 5.6e-10
Correction -E_M = 0.02152243 hartree = 0.585655 eV
Relative error of xi with radii fixed at 4/gamma0 and 8*gamma0:
gamma/gamma0 = 0.5: +1.55e-02
gamma/gamma0 = 1.0: +2.53e-08
gamma/gamma0 = 2.0: +6.14e-03
Isotropic average of eps = 14.666667 (dimensionless)
Spread of xi over gamma, averaged eps = 8.7e-18 hartree/e^2
E_M with averaged eps = -0.01971831 hartree
Relative error from averaged eps = -8.382 %
xi with all cell lengths doubled = -0.005380606982 hartree/e^2
Uniaxial test: cubic cell edge = 20.0 bohr, eps_zz = 1
eps_xx = eps_yy = 9: xi = -0.01264454 hartree/e^2
eps_xx = eps_yy = 16: xi = +0.00360657 hartree/e^2
```
